# Shear stability of square and simple cubic lattices with central forces

## Problem

Identical atoms occupy a square lattice ($d=2$) or a simple cubic lattice ($d=3$) with spacing $a$. Nearest neighbors interact through a pair energy $V_1(r)$ and second neighbors, at distance $\sqrt2\,a$, through $V_2(r)$. There are no other forces, and the atoms are classical and at rest. Define

$$k_1=V_1''(a),\quad t_1=\frac{V_1'(a)}{a},\quad k_2=V_2''(\sqrt2a),\quad t_2=\frac{V_2'(\sqrt2a)}{\sqrt2a}.$$

The $k$'s are bond stiffnesses, with $k_1>0$. A positive $t$ means that the bond is in tension. An isotropic stress $\sigma$ is also counted positive in tension, so pressure is $-\sigma$.

The shear modulus $G$ is defined by the simple shear $u_x=\gamma y$, which slides lattice rows (or planes) over one another: the energy per atom rises by $\tfrac12 G V_0\gamma^2$, where $V_0=a^d$ is the area or volume per atom.

1. Show that unstressed nearest-neighbor bonds alone give $G=0$. Does the lattice resist any other shear?
2. Find $G$ when the nearest-neighbor bonds alone carry a tension $T=V_1'(a)$, and explain the result physically.
3. Include second neighbors. Find $G$, the stiffness $k_2$ needed for $G>0$ when the diagonals are unstressed, and the condition for a crystal free of external load.
4. Which other elastic conditions must hold?
5. Do the same remedies stabilize vibrations of every wavelength?
6. Evaluate the results for harmonic springs with $k_1=0.02$ Ha/bohr² and rest length $r_0=5$ bohr, taking $k_2=0.002$ Ha/bohr² where diagonals are present. Consider unstressed bonds, a 2% stretch, a 2% compression, and a free crystal whose diagonal springs have rest length 8 bohr. These are round model parameters.

## Solution

### The energy of one bond

Let a bond be $\mathbf R=R\,\mathbf n$, with $\mathbf n$ a unit vector, and let its ends acquire a relative displacement $\mathbf w$. Its new length is

$$\ell=\sqrt{R^2+2R\,\mathbf n\cdot\mathbf w+w^2}=R\sqrt{1+\epsilon},\qquad \epsilon=\frac{2\,\mathbf n\cdot\mathbf w}{R}+\frac{w^2}{R^2}.$$

Using $\sqrt{1+\epsilon}=1+\epsilon/2-\epsilon^2/8+\dots$ and keeping second order in $w$,

$$\ell-R=\mathbf n\cdot\mathbf w+\frac{w^2-(\mathbf n\cdot\mathbf w)^2}{2R}.$$

Insert this in $V(\ell)=V(R)+V'(\ell-R)+\tfrac12V''(\ell-R)^2$. With $k=V''(R)$ and $t=V'(R)/R$,

$$\delta V=V'\,\mathbf n\cdot\mathbf w+\tfrac12k(\mathbf n\cdot\mathbf w)^2+\tfrac12t\,w_\perp^2,\qquad w_\perp^2=w^2-(\mathbf n\cdot\mathbf w)^2. \tag{1}$$

A bond resists sideways motion only through its tension, with stiffness $t$.

For a uniform deformation, each bond is shared by two atoms, so the energy per atom is a sum over one bond from each pair $\pm\mathbf R$. Every atom remains a center of inversion, so the forces on it cancel and no internal relaxation has to be added.

### 1. Unstressed nearest neighbors

Under $u_x=\gamma y$ a bond acquires $\mathbf w=\gamma R_y\hat{\mathbf x}$. The bonds along $x$ and $z$ have $R_y=0$ and do not change. The bond along $y$ has $\mathbf w=\gamma a\hat{\mathbf x}$, perpendicular to itself, so $\mathbf n\cdot\mathbf w=0$ and (1) gives

$$\delta E=\tfrac12t_1a^2\gamma^2 .$$

Setting this equal to $\tfrac12Ga^d\gamma^2$,

$$G=\frac{t_1}{a^{d-2}}. \tag{2}$$

For unstressed bonds $t_1=0$, hence $G=0$. The stiffness $k_1$ does not appear because the bond length $a\sqrt{1+\gamma^2}$ changes only by about $a\gamma^2/2$. The first energy term is then $\tfrac12k_1(a\gamma^2/2)^2=k_1a^2\gamma^4/8$, which is quartic.

Even this quartic cost can be avoided. Let the bonds along $y$ tilt as rigid bars, so that the lattice vectors in the $xy$ plane become $a(1,0)$ and $a(\sin\theta,\cos\theta)$. Squares become rhombi, every nearest-neighbor length stays $a$, and the energy of these bonds is unchanged by the tilt. The short diagonal then has length $a\sqrt{2-2\sin|\theta|}$, so the original bonds remain the nearest-neighbor ones for $|\theta|<\pi/6$.

The lattice does resist a different shear: stretch $x$ by $e^{\varepsilon}$ and contract $y$ by $e^{-\varepsilon}$, which also preserves volume. Its modulus $C'$ is defined by an energy density $2C'\varepsilon^2$; in an unstressed crystal this is $C'=(C_{11}-C_{12})/2$. To second order,

$$V_1(ae^{\pm\varepsilon})=V_1(a)+V_1'a\left(\pm\varepsilon+\tfrac12\varepsilon^2\right)+\tfrac12V_1''a^2\varepsilon^2 .$$

Adding the two bonds cancels the linear terms and leaves $(t_1+k_1)a^2\varepsilon^2$. Dividing by $2a^d\varepsilon^2$,

$$C'=\frac{k_1+t_1}{2a^{d-2}}. \tag{3}$$

This is positive for unstressed bonds. The vanishing shear modulus is therefore the one for sliding rows, which is $C_{44}$ in the cubic crystal, and not every shear modulus.

### 2. Tension in the nearest-neighbor bonds

Since $t_1=T/a$, equation (2) becomes

$$G=\frac{T}{a^{d-1}}=\sigma. \tag{4}$$

The last equality holds because a lattice plane normal to $x$ is crossed by one bond per area $a^{d-1}$, each pulling with force $T$. Any positive tension makes $G$ positive, and any compression makes it negative.

The tilting bars show why. An external isotropic load does work $\sigma\,\Delta V$, so at fixed load the relevant energy is $\Phi=E-\sigma V$. Tilting leaves $E$ unchanged but reduces the volume to $V_0\cos\theta$:

$$\Phi(\theta)-\Phi(0)=\sigma V_0(1-\cos\theta)\simeq\tfrac12\sigma V_0\theta^2 .$$

To leading order $\theta=\gamma$, so again $G=\sigma$. The small difference in shape between the rhombus and simple shear is of second order. It does not affect this result, because $\Phi$ is stationary in the initial state. A tensile load resists the loss of volume and holds the squares upright; a pressure gains energy from the same loss and makes them collapse.

An energy that depends on bond angles would change this conclusion. If tilting cost $\tfrac12B\theta^2$ per atom, it would add $B/V_0$ to $G$. The zero comes from central forces along the lattice axes with no net stress: such bonds either do not change or move perpendicular to themselves under the shear. Adding unstressed central bonds along the axes at distance $2a$ would leave $G=0$, whereas a triangular lattice, whose nearest-neighbor bonds are inclined to the rows, has $G=\tfrac{\sqrt3}{4}k_1$ from unstressed nearest-neighbor bonds alone.

### 3. Second neighbors

Take first the diagonals $a(1,\pm1)$ in the $xy$ plane. Here $\mathbf w=\pm\gamma a\hat{\mathbf x}$ and $\mathbf n=(1,\pm1)/\sqrt2$, so

$$\mathbf n\cdot\mathbf w=\pm\frac{\gamma a}{\sqrt2},\qquad(\mathbf n\cdot\mathbf w)^2=w_\perp^2=\frac{\gamma^2a^2}{2}.$$

One diagonal lengthens and the other shortens, so their linear terms cancel. Their quadratic terms add to

$$2\times\tfrac12(k_2+t_2)\frac{\gamma^2a^2}{2}=\tfrac12(k_2+t_2)a^2\gamma^2 .$$

In three dimensions there are four more diagonals. Those along $(1,0,\pm1)$ have $R_y=0$ and contribute nothing. Those along $(0,1,\pm1)$ move perpendicular to themselves by $\gamma a$ and together contribute $\tfrac12(2t_2)a^2\gamma^2$. Adding the nearest-neighbor term,

$$G_{\rm square}=k_2+t_1+t_2,\qquad G_{\rm cubic}=\frac{k_2+t_1+3t_2}{a}. \tag{5}$$

**Unstressed diagonals.** With $t_2=0$, the condition $G>0$ in both lattices is

$$k_2>-t_1. \tag{6}$$

If the nearest-neighbor bonds are unstressed too, any positive $k_2$ suffices and $G=k_2/a^{d-2}$. If they are compressed, $k_2$ must exceed $|t_1|$.

**Free crystal.** The stress follows from a uniform expansion of all lengths by a factor $1+\eta$. A bond contributes $V'R=tR^2$ to $dE/d\eta$. Per atom there are $d$ nearest-neighbor bonds and $d(d-1)$ diagonals with $R^2=2a^2$, while $dV/d\eta=d\,a^d$ at $\eta=0$. Therefore

$$\sigma=\frac{dE/d\eta}{dV/d\eta}=\frac{t_1+2(d-1)t_2}{a^{d-2}}. \tag{7}$$

Both lines of (5) have the numerator $k_2+t_1+(2d-3)t_2$. Subtracting (7) leaves $k_2-t_2$, so

$$G=\frac{k_2-t_2}{a^{d-2}}+\sigma. \tag{8}$$

A free crystal has $\sigma=0$. Then $G>0$ needs $k_2>t_2$, and the bond tensions balance through $t_1=-2(d-1)t_2$. Tension in the nearest-neighbor bonds can thus exist without an external load if the diagonals are compressed. Eliminating $t_2$ gives $G=[k_2+t_1/(2d-2)]/a^{d-2}$, so at given $a$ and $k_2$ this internal tension raises $G$. It lowers $C'$, as section 4 shows.

For harmonic diagonals of rest length $L_0$ and actual length $L$, $t_2=k_2(1-L_0/L)$ and $k_2-t_2=k_2L_0/L$, which is positive. The opposite case is a second neighbor on the attractive tail of a pair energy beyond its inflection point. There $V_2''<0$ and $V_2'>0$, so $k_2-t_2<0$ and the free lattice is unstable. Adding a second-neighbor attraction is therefore not enough. By (8) its curvature $V_2''$ must exceed $t_2=V_2'/(\sqrt2a)$, so even a positive curvature leaves $G<0$ if it is smaller than $t_2$.

Equations (5), (7) and (8) were tested with stressed, anharmonic Morse bonds by numerical differentiation of the lattice energy.

### 4. The other elastic conditions

At fixed isotropic load, square or cubic symmetry separates the second-order change of $\Phi$ into volume changes, stretch–contraction shears and sliding shears. Stability requires $K>0$, $C'>0$ and $G>0$, where $K=V\,d\sigma/dV$ is the bulk modulus.

**Unstressed bonds.** Under the expansion $\eta$, the energy per atom is

$$\delta E=d\,\tfrac12k_1a^2\eta^2+d(d-1)\,\tfrac12k_2(2a^2)\eta^2 .$$

The relative volume change is $d\eta$, so this equals $\tfrac12Ka^d(d\eta)^2$ and

$$K=\frac{k_1+2(d-1)k_2}{d\,a^{d-2}} .$$

For $C'$, the diagonals $(1,\pm1)$ have $\mathbf w=a\varepsilon(1,\mp1)$, perpendicular to $\mathbf n$, and contribute nothing when unstressed. In the cubic lattice each of the other four has $(\mathbf n\cdot\mathbf w)^2=a^2\varepsilon^2/2$, which adds $k_2a^2\varepsilon^2$. Thus $C'=k_1/2$ for the square and $(k_1+k_2)/(2a)$ for the cubic lattice. With $k_1,k_2>0$ all conditions hold.

**$C'$ with stressed diagonals.** The diagonals $(1,\pm1)$ have squared length $a^2(e^{2\varepsilon}+e^{-2\varepsilon})\simeq2a^2(1+2\varepsilon^2)$, so each lengthens by $R\varepsilon^2$ and the pair adds $4t_2a^2\varepsilon^2$. In the cubic lattice the other four have $\mathbf w=a(\pm\varepsilon+\tfrac12\varepsilon^2)$ along $x$ or $y$. The linear terms of (1) leave $2t_2a^2\varepsilon^2$ and the quadratic terms give $(k_2+t_2)a^2\varepsilon^2$. With the nearest-neighbor term from (3),

$$C'_{\rm square}=\frac{k_1+t_1+4t_2}{2},\qquad C'_{\rm cubic}=\frac{k_1+t_1+k_2+7t_2}{2a}.$$

In a free crystal $t_2=-t_1/(2d-2)$, so these become $(k_1-t_1)/2$ and $(k_1+k_2-\tfrac34t_1)/(2a)$. Internal tension lowers $C'$, and a free square lattice with $t_1>k_1$ is unstable even when $G>0$. Harmonic nearest-neighbor bonds have $t_1<k_1$ and avoid this.

**Nearest neighbors under load.** Here $\sigma=V_1'(a)/a^{d-1}$. Since $V\,d/dV=(a/d)\,d/da$,

$$K=\frac1d\left[\frac{V_1''}{a^{d-2}}-(d-1)\frac{V_1'}{a^{d-1}}\right]=\frac{k_1-(d-1)t_1}{d\,a^{d-2}} .$$

A controlled load therefore stabilizes the lattice only for $0<t_1<k_1/(d-1)$. Harmonic bonds have $t_1=k_1(1-r_0/a)<k_1$, so the square lattice meets the upper limit at any stretch. The cubic lattice requires $a<2r_0$; at $a=2r_0$ its stress $k_1(a-r_0)/a^2$ reaches a maximum and it can carry no larger load. If the volume is held fixed instead, the condition on $K$ does not apply.

### 5. Vibrations of every wavelength

Consider a periodic block of $N^d$ atoms with fixed size. The linear terms of (1) cancel in the sum along each closed line of bonds, leaving the quadratic terms.

**Nearest neighbors, unstressed.** The energy is a sum of squares $\tfrac12k_1(\mathbf n\cdot\mathbf w)^2$. It vanishes when $u_x$ is constant along each row parallel to $x$, and likewise for the other components. Each component has $N^{d-1}$ independent rows, which gives $dN^{d-1}$ zero modes: to second order in the displacement, every row can slide by itself. In a block of fixed size a finite slide $s$ of one row stretches the bonds to its neighboring rows and costs energy of order $s^4$.

**Unstressed diagonals with $k_2>0$.** The energy is still a sum of squares, so a zero mode must also leave the diagonal lengths unchanged to first order. In the square lattice write $u_x=f(y)$ and $u_y=g(x)$, with $x,y$ counted in units of $a$. The $(1,1)$ diagonals require

$$f(y+1)-f(y)=-[g(x+1)-g(x)] .$$

The left side depends on $y$ and the right on $x$, so both equal a constant. Periodicity makes that constant zero, and $f$ and $g$ are uniform. In the cubic lattice the same argument in each coordinate plane makes every component uniform. The $d$ translations of the whole block are the only zero modes left.

**Tension with $t_1>0$.** Each nearest-neighbor bond has energy $\tfrac12k_1(\mathbf n\cdot\mathbf w)^2+\tfrac12t_1w_\perp^2$, which vanishes only for $\mathbf w=0$. Again only the $d$ translations remain. Both proofs hold for every $N$, hence for every wavelength that fits a periodic block.

**Compression.** A negative $t_1$ spoils the sum of squares. Consider sliding rows $u_x=f(y)$ with unstressed diagonals. Between adjacent rows, the $y$ bond supplies stiffness $t_1$ and two diagonals supply $k_2/2$ each. The rows form a chain with spring constant $k_2+t_1$, whose Hessian eigenvalue at wavenumber $q$ is

$$\lambda=2(k_2+t_1)(1-\cos qa). \tag{9}$$

In the cubic lattice, variation along $z$ adds a similar term. These modes become unstable at the threshold (6), whatever their wavelength. This makes (6) necessary for stability; it does not show that all other modes are stable above the threshold.

**Free crystal with compressed diagonals.** A negative $t_2$ also spoils the sum of squares, so the proofs above do not cover this remedy. For the free crystals of section 6, the $N=4$ blocks have no negative eigenvalue and only the $d$ translations as zero modes. This tests the wavevectors of those blocks, not all wavevectors.

### 6. Numbers

**Unstressed bonds.** With nearest neighbors alone, numerical differentiation gives $G$ below $10^{-12}$ in atomic units, zero within its accuracy, while $C'=0.0100$ Ha/bohr² (square) and $0.0020$ Ha/bohr³ (cubic). For $N=4$ the blocks have $2\times4=8$ and $3\times4^2=48$ zero modes, as counted above. Adding the diagonals gives

$$G_{\rm square}=k_2=0.0020\ \text{Ha/bohr}^2=3.11\ \text{N/m},$$
$$G_{\rm cubic}=\frac{0.002}{5}=0.00040\ \text{Ha/bohr}^3=11.8\ \text{GPa},$$

and only 2 and 3 zero modes remain.

**Stretch by 2%, nearest neighbors alone.** At $a=5.1$ bohr, $T=0.02\times0.1=0.0020$ Ha/bohr and $t_1=0.002/5.1=3.92\times10^{-4}$ Ha/bohr². Hence

$$G_{\rm square}=3.92\times10^{-4}\ \text{Ha/bohr}^2=0.611\ \text{N/m},$$
$$G_{\rm cubic}=\frac{0.002}{5.1^2}=7.69\times10^{-5}\ \text{Ha/bohr}^3=2.26\ \text{GPa}.$$

This is about one fifth of the stiffness supplied by the chosen diagonals. $K$ and $C'$ are positive in both lattices, so they are also elastically stable at fixed load.

**Compression by 2%.** At $a=4.9$ bohr, $t_1=0.02\times(-0.1)/4.9=-4.08\times10^{-4}$ Ha/bohr². Diagonals unstressed at this spacing must have $k_2>4.08\times10^{-4}$ Ha/bohr², about 2% of $k_1$. At 0.9 of this threshold, $k_2+t_1=-4.08\times10^{-5}$ Ha/bohr². Equation (9) at $qa=\pi$ gives four times this value, $-1.63\times10^{-4}$ Ha/bohr², for the square. In the cubic lattice, variation along both $y$ and $z$ doubles it to $-3.27\times10^{-4}$ Ha/bohr². These match the lowest computed eigenvalues. At 1.1 of the threshold the $N=4$ blocks have no negative eigenvalue; this tests the wavevectors of those blocks, not all wavevectors.

**Free crystal with long diagonals.** Setting (7) to zero with harmonic springs and multiplying by $a$,

$$k_1(a-r_0)+2(d-1)k_2\left(a-\frac{L_0}{\sqrt2}\right)=0,$$

$$a=\frac{k_1r_0+\sqrt2(d-1)k_2L_0}{k_1+2(d-1)k_2}.$$

For $L_0=8$ bohr this gives $a=5.109$ bohr (square) and $5.188$ bohr (cubic). The diagonals are compressed, with $t_2=-2.14\times10^{-4}$ and $-1.81\times10^{-4}$ Ha/bohr², and hold the nearest-neighbor bonds in tension. From (8),

$$G_{\rm square}=0.002+0.000214=0.00221\ \text{Ha/bohr}^2=3.45\ \text{N/m},$$
$$G_{\rm cubic}=\frac{0.002+0.000181}{5.188}=4.20\times10^{-4}\ \text{Ha/bohr}^3=12.4\ \text{GPa}.$$

Relative to the unstressed crystals with the same $k_2$, the gain is about 11% for the square and 5% for the cubic lattice. In the cubic case $k_2-t_2$ rises by 9%, but the larger spacing in the denominator takes back part of the gain. The gain in $G$ comes with a loss in $C'$, from $0.0100$ to $0.00979$ Ha/bohr² (square) and from $0.00220$ to $0.00207$ Ha/bohr³ (cubic). In the square lattice the loss is $t_1/2$, all from the internal tension. In the cubic lattice the larger spacing alone lowers $(k_1+k_2)/(2a)$ to $0.022/(2\times5.188)=0.00212$ Ha/bohr³, and the internal tension accounts only for the rest. The bulk moduli of the free crystals are $K=0.0120$ Ha/bohr² and $0.00180$ Ha/bohr³, so all three elastic conditions hold.

## Values computed for the example and the checks

```
first-neighbor stiffness k1 = 0.02 Ha/bohr^2, rest length 5.0 bohr
second-neighbor stiffness k2 = 0.002 Ha/bohr^2
long diagonal rest length in case E = 8.0 bohr
--- square; moduli and stress in Ha/bohr^2; block N = 4
A first neighbors only: G = 8.1e-13, C' = 0.010000, K = 0.010000
A zero modes of the block = 8
B with k2: G = 0.002000, C' = 0.010000, K = 0.012000
B G = 3.114 N/m; zero modes = 2
C stretched: a = 5.100 bohr, tension T = 0.002000 Ha/bohr
C t1 = 3.921569e-04 Ha/bohr^2, stress sigma = 3.921569e-04
C G = 3.921569e-04, C' = 0.010196, K = 0.009804
C G = 0.611 N/m; zero modes = 2
D compressed: a = 4.900 bohr, t1 = -4.081633e-04 Ha/bohr^2
D G without second neighbors = -4.081633e-04
D critical k2 = 4.081633e-04 Ha/bohr^2
D lowest Hessian eigenvalue at 0.9 critical k2 = -1.633e-04 Ha/bohr^2
E free crystal: a = 5.10948 bohr, diagonal = 7.22589 bohr
E t1 = 4.285203e-04, t2 = -2.142602e-04 Ha/bohr^2
E G = 2.214260e-03, C' = 0.009786, K = 0.012000
E G = 3.447 N/m
--- simple cubic; moduli and stress in Ha/bohr^3; block N = 4
A first neighbors only: G = 1.6e-13, C' = 0.002000, K = 0.001333
A zero modes of the block = 48
B with k2: G = 0.000400, C' = 0.002200, K = 0.001867
B G = 11.768 GPa; zero modes = 3
C stretched: a = 5.100 bohr, tension T = 0.002000 Ha/bohr
C t1 = 3.921569e-04 Ha/bohr^2, stress sigma = 7.689350e-05
C G = 7.689350e-05, C' = 0.001999, K = 0.001256
C G = 2.262 GPa; zero modes = 3
D compressed: a = 4.900 bohr, t1 = -4.081633e-04 Ha/bohr^2
D G without second neighbors = -8.329863e-05
D critical k2 = 4.081633e-04 Ha/bohr^2
D lowest Hessian eigenvalue at 0.9 critical k2 = -3.265e-04 Ha/bohr^2
E free crystal: a = 5.18767 bohr, diagonal = 7.33648 bohr
E t1 = 7.235331e-04, t2 = -1.808833e-04 Ha/bohr^2
E G = 4.203972e-04, C' = 0.002068, K = 0.001799
E G = 12.369 GPa
```
